\section*{Removing the hydrogen nuclear cusp with a damped one-body exponent}

\section{The exercise}

A hydrogen-like atom with a fixed point nucleus of charge $Z$ has, in hartree atomic units,
\begin{equation}
H=-\tfrac12\nabla^2-\frac Zr,\qquad \psi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad E=-\frac{Z^2}{2}.
\end{equation}
The ground state has a cusp at the nucleus, which plane waves reproduce slowly. Write $\psi=e^{J}\varphi$ with
\begin{equation}
J(r)=ZL\,e^{-r/L},\qquad J'(0)=-Z,
\end{equation}
where $L>0$ is the damping length. Near the nucleus $e^J$ has the slope of the cusp; for $r\gg L$ it tends to one. The function $\varphi$ is an eigenfunction of $\bar H=e^{-J}He^{J}$ with the same energy $E$.

\begin{enumerate}
\item Find $\bar H$ and show that its potential is finite at the nucleus.
\item Find the behaviour at small $r$ of the right and left ground eigenfunctions of $\bar H$.
\item Find the tails of their Fourier transforms at large $k$.
\item Both $H$ and $\bar H$ are projected on the plane waves with $|\mathbf k|<K$. Find the leading energy error of each at large $K$, and its dependence on $L$.
\item Compare with computed energies for $Z=1$. What does a longer damping length gain, and what does it cost?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Let $\nabla^2$ act on the product $e^{J}\varphi$. The abbreviation $A(r)=Ze^{-r/L}=-J'(r)$ keeps the result short.
\item $\bar H$ is not Hermitian. Take its adjoint to find the left function, then expand the exponents in powers of $r$.
\item Even powers of $r$ are smooth functions of $x,y,z$. Which odd power comes first? Its transform follows from that of $1/r$ by repeated use of $\nabla^2$.
\item Apply the exact left eigenfunction to the equation of the truncated problem. The error then contains the omitted parts of both eigenfunctions.
\item Multiply each computed error by the power of $K$ that should make it constant. For the cost, ask how a small change of $\bar H$ changes its eigenvalue.
\end{enumerate}

\section{Solution}

\subsection{The transformed Hamiltonian}

The product rule gives
\begin{equation}
e^{-J}\nabla^2(e^{J}\varphi)=\nabla^2\varphi+2J'\,\partial_r\varphi+\left(\nabla^2J+J'^2\right)\varphi .
\end{equation}
With $J'=-A$ and $J''=A/L$,
\begin{equation}
\nabla^2J=J''+\frac{2J'}{r}=\frac AL-\frac{2A}{r}.
\end{equation}
Multiplication by $-\frac12$ and addition of $-Z/r$, which commutes with $e^J$, gives
\begin{equation}
\bar H=-\tfrac12\nabla^2+A\,\partial_r+W,\qquad
W=\frac{A-Z}{r}-\frac{A}{2L}-\frac{A^2}{2}.
\label{eq:hbar}
\end{equation}
Since $A=Z-Zr/L+\dots$, the first term of $W$ tends to $-Z/L$, so that
\begin{equation}
W(0)=-\frac{Z}{L}-\frac{Z}{2L}-\frac{Z^2}{2}=-\frac{3Z}{2L}-\frac{Z^2}{2}.
\end{equation}
For $Z=1$ and $L=1$ bohr this is $-2$ hartree. The $1/r$ attraction has been cancelled by the $+A/r$ that comes from $\nabla^2J$. Not everything is smooth: $A\,\partial_r=A\,\hat{\mathbf r}\cdot\nabla$ is bounded in its coefficient, but $\hat{\mathbf r}$ has no definite direction at the nucleus, and $W$ has a kink there: expanding its three terms gives $W=W(0)+(Z/L^2+Z^2/L)\,r+\dots$. Acting on the term $-Zr^2/(2L)$ of $\varphi/\varphi(0)$ found below, $A\,\partial_r$ gives $-Z^2r/L$, which cancels the second part of the kink. The remainder $Zr/L^2$ must be balanced by the kinetic energy of a term $br^3$, which is $-6br$ because $\nabla^2r^3=12r$, so that $b=Z/(6L^2)$. A weaker non-analytic term therefore remains in $\varphi$ for every finite $L$.

\subsection{The two eigenfunctions}

The right function is $\varphi=e^{-J}\psi$. Because $J$ is real, $\bar H^\dagger=e^{J}He^{-J}$, and
\begin{equation}
\bar H^\dagger\chi=E\chi\quad\text{for}\quad \chi=e^{J}\psi .
\end{equation}
Insert
\begin{equation}
J=ZL-Zr+\frac{Zr^2}{2L}-\frac{Zr^3}{6L^2}+\dots
\end{equation}
In $\varphi$ the exponent is $-Zr-J$, and the linear terms cancel:
\begin{equation}
\varphi=\varphi(0)\left[1-\frac{Zr^2}{2L}+\frac{Zr^3}{6L^2}+O(r^4)\right].
\label{eq:phi}
\end{equation}
In $\chi$ the exponent is $-Zr+J$, and they add:
\begin{equation}
\chi=\chi(0)\left[1-2Zr+O(r^2)\right].
\label{eq:chi}
\end{equation}
The cusp has not vanished from the problem. It has left the right function and doubled in the left one. The product is unchanged, $\varphi\chi=\psi^2$, so that $\varphi(0)\chi(0)=Z^3/\pi$ and $\langle\chi|\varphi\rangle=1$.

\subsection{Fourier tails}

Let $f_k=\int e^{-i\mathbf k\cdot\mathbf r}f(r)\,d^3r$, so that $\nabla^2$ becomes $-k^2$. For $k\neq0$ the transform of $1/r$ is $4\pi/k^2$. From $\nabla^2r=2/r$ and $\nabla^2r^3=12r$,
\begin{align}
-k^2(r)_k&=\frac{8\pi}{k^2} &&\Rightarrow& (r)_k&=-\frac{8\pi}{k^4},\\
-k^2(r^3)_k&=-\frac{96\pi}{k^4} &&\Rightarrow& (r^3)_k&=\frac{96\pi}{k^6}.
\end{align}
Even powers of $r$ are polynomials in $x,y,z$ and leave no power-law tail. The first odd term of each function therefore fixes its leading tail. With the coefficients $-Z$ for $\psi$, $Z/(6L^2)$ for $\varphi$ and $-2Z$ for $\chi$,
\begin{equation}
\psi_k\to\frac{8\pi Z\psi(0)}{k^4},\qquad
\varphi_k\to\frac{16\pi Z\varphi(0)}{L^2k^6},\qquad
\chi_k\to\frac{16\pi Z\chi(0)}{k^4}.
\label{eq:tails}
\end{equation}

For $Z=1$, $L=1$ bohr and $k=40$ bohr$^{-1}$, direct quadrature of $\varphi_k$ gives $2.5687\times10^{-9}$ bohr$^{3/2}$, and (\ref{eq:tails}) gives $2.5471\times10^{-9}$. The difference of $0.8\%$ is the next odd term. Its coefficient in $\varphi/\varphi(0)$ has two sources: the $r^5$ term of the exponent, $Z/(120L^4)$, and the product of its $r^2$ and $r^3$ terms, $-Z^2/(12L^3)$. With $\nabla^2r^5=30r^3$, the transform of $r^5$ is $-2880\pi/k^8$. Relative to the leading tail this adds
\begin{equation}
-\frac{180L^2}{Zk^2}\left(\frac{Z}{120L^4}-\frac{Z^2}{12L^3}\right)
=\frac1{k^2}\left(\frac{15Z}{L}-\frac{3}{2L^2}\right),
\end{equation}
which is $13.5/1600=0.0084$ here. The expression also shows the regime of the tail formula: $k$ must be large compared with both $1/L$ and $\sqrt{Z/L}$.

\subsection{The energy error}

Let $P$ project on the waves with $|\mathbf k|<K$, and let $Q=1-P$. The truncated problem is $P\bar H\varphi_K=E_K\varphi_K$ with $P\varphi_K=\varphi_K$. The exact left equation gives
\begin{equation}
0=\langle\chi|\bar H-E|\varphi_K\rangle
=\langle P\chi|\bar H-E|\varphi_K\rangle+\langle Q\chi|\bar H-E|\varphi_K\rangle .
\end{equation}
The first term equals $(E_K-E)\langle\chi|\varphi_K\rangle$ by the truncated equation, hence
\begin{equation}
(E_K-E)\langle\chi|\varphi_K\rangle=-\langle Q\chi|\bar H-E|\varphi_K\rangle .
\end{equation}
Now write $\varphi_K=P\varphi+\delta$. The exact right equation gives $(\bar H-E)P\varphi=-(\bar H-E)Q\varphi$, and therefore
\begin{equation}
(E_K-E)\langle\chi|\varphi_K\rangle=\langle Q\chi|\bar H-E|Q\varphi\rangle-\langle Q\chi|\bar H-E|\delta\rangle .
\label{eq:exacterror}
\end{equation}

Up to here nothing has been neglected. The sizes of the terms follow from power counting. Waves with $k\gtrsim K$ probe distances of order $1/K$. There the kinetic energy is of order $K^2$, whereas $A\,\partial_r$, or $Z/r$ in the bare problem, is of order $ZK$. In the last term of (\ref{eq:exacterror}) the kinetic energy and $E$ drop out, because they do not connect $Q$ with $P$. The remaining operator appears there once explicitly and once more in $\delta$, since this operator is what couples $Q\varphi$ to the retained waves. The kinetic part of the first term thus dominates, with corrections expected at relative order $Z/K$. Since $\langle\chi|\varphi_K\rangle\to1$,
\begin{equation}
E_K-E\simeq\int_{k>K}\frac{d^3k}{(2\pi)^3}\,\frac{k^2}{2}\,\chi_k\varphi_k
=\frac1{4\pi^2}\int_K^\infty k^4\chi_k\varphi_k\,dk .
\label{eq:error}
\end{equation}
For the bare problem $\chi=\varphi=\psi$. The products of the tails are
\begin{equation}
\psi_k^2=\frac{64\pi Z^5}{k^8},\qquad \chi_k\varphi_k=\frac{256\pi Z^5}{L^2k^{10}},
\end{equation}
where $\psi(0)^2=\varphi(0)\chi(0)=Z^3/\pi$ was used. Integration gives
\begin{align}
\Delta E_{\rm bare}&\simeq\frac{16Z^5}{\pi}\int_K^\infty\frac{dk}{k^4}=\frac{16Z^5}{3\pi K^3},\label{eq:bare}\\
\Delta E_{L}&\simeq\frac{64Z^5}{\pi L^2}\int_K^\infty\frac{dk}{k^6}=\frac{64Z^5}{5\pi L^2K^5},\label{eq:tc}
\end{align}
and the ratio
\begin{equation}
\frac{\Delta E_L}{\Delta E_{\rm bare}}\simeq\frac{12}{5\,L^2K^2}.
\label{eq:ratio}
\end{equation}
The gain is two powers of $K$. The right tail alone improves by two powers, from $k^{-4}$ to $k^{-6}$, while the left tail keeps its power. According to (\ref{eq:tc}), doubling $L$ at fixed large $K$ divides the error of the free atom by four.

These laws hold for $K\gg Z$ and $KL\gg1$. For $L\to0$ at fixed $K$, (\ref{eq:tc}) diverges, but this limit lies outside its regime: $0\le J\le ZL$, so $e^J\to1$ and both eigenfunctions return to $\psi$. The gain starts when the waves resolve the damping length.

\subsection{Computed energies}

For the s state, plane waves reduce to the spherical waves $\sin(kr)/r$. In a ball of radius $R=18$ bohr they are discrete, $k=n\pi/R$ with $n\le N$. A sum over the omitted $n>N$ corresponds to an integral starting half a step higher, so $K=(N+\frac12)\pi/R$; for $N=344$ this is $344.5\,\pi/18=60.127$ bohr$^{-1}$. The confinement hardly changes the exact ground-state energy: the wall raises it by about $3\times10^{-13}$ hartree, a thousandth of the smallest error listed below. The discreteness of $k$ matters slightly more: a ball of radius $54$ bohr at the same cutoffs moves the errors by up to about $0.1\%$, which can change the last digit shown. The errors $E_K-E$ for $Z=1$ and $R=18$ bohr, in hartree, are as follows.

\begin{center}
\begin{tabular}{lccc}
$K$ (bohr$^{-1}$) & 6.021 & 11.956 & 60.127\\
bare & $6.06\times10^{-3}$ & $8.96\times10^{-4}$ & $7.68\times10^{-6}$\\
$L=0.25$ & $3.99\times10^{-3}$ & $2.26\times10^{-4}$ & $8.20\times10^{-8}$\\
$L=1$ & $4.75\times10^{-4}$ & $1.59\times10^{-5}$ & $5.14\times10^{-9}$\\
$L=4$ & $2.72\times10^{-5}$ & $9.74\times10^{-7}$ & $3.21\times10^{-10}$
\end{tabular}
\end{center}

Between $K=30.107$ and $60.127$ bohr$^{-1}$ the error falls with the power $2.973$ for the bare problem and $4.986$ for $L=1$ bohr, close to 3 and 5. The prefactors can be checked too. At the highest cutoff (\ref{eq:tc}) gives for $L=1$
\begin{equation}
\frac{64}{5\pi\,(60.127)^5}=5.18\times10^{-9}\ \text{hartree},
\end{equation}
and the computed error is $0.9\%$ smaller. If a correction proportional to $1/K$, as expected from the power counting, is removed by means of the two highest cutoffs, the ratio of computed error to derived law becomes $1.0014$ for the bare problem and lies between $1.0003$ and $1.0063$ for the five damping lengths from $0.25$ to $4$ bohr.

The case $L=0.25$ bohr at $K=6.021$ bohr$^{-1}$ shows the limit of the law. Here $KL=1.5$, and (\ref{eq:ratio}) gives $1.06$, that is, no gain. The computed ratio is $3.985/6.065=0.66$: a modest gain, which the asymptotic formula does not describe. At $K=60.127$ bohr$^{-1}$, where $KL=15$, the computed ratio $0.01067$ agrees with the predicted $0.01062$.

At the moderate cutoff $K=11.956$ bohr$^{-1}$, the bare error is $8.96\times10^{-4}$ hartree ($24.4$ meV), and $L=1$ bohr reduces it to $1.59\times10^{-5}$ hartree ($0.43$ meV).

\subsection{Gain and cost of a longer damping length}

For a required accuracy $\epsilon$, (\ref{eq:tc}) gives
\begin{equation}
K_L(\epsilon)\simeq\left(\frac{64Z^5}{5\pi L^2\epsilon}\right)^{1/5}\propto L^{-2/5}.
\label{eq:cutoff}
\end{equation}
The number of plane waves in a given volume grows as $K^3$, so it falls as $L^{-6/5}$: each doubling of $L$ should save a factor $2^{6/5}=2.3$. For $\epsilon=10^{-4}$ hartree the computed cutoffs, resolved in steps of $\pi/R=0.17$ bohr$^{-1}$, are

\begin{center}
\begin{tabular}{lcccccc}
$L$ (bohr) & bare & 0.25 & 0.5 & 1 & 2 & 4\\
$K$ (bohr$^{-1}$) & 25.4 & 14.2 & 10.9 & 8.3 & 6.2 & 4.6\\
waves saved & 1 & 5.7 & 13 & 29 & 69 & 166\\
$\kappa$ & 1 & 1.001 & 1.011 & 1.077 & 1.304 & 1.802
\end{tabular}
\end{center}

The third row is the factor $(K_{\rm bare}/K_L)^3$; for $L=1$ bohr it is $(25.39/8.29)^3=29$. The coarse steps in $K$ limit the accuracy of these factors: with cutoffs interpolated on a finer grid ($R=54$ bohr) the last one becomes $169$, and successive doublings of $L$ save factors of $2.22$, $2.31$, $2.38$ and $2.45$.

The last row measures the cost. If $\bar H$ is changed by a small $\delta\bar H$, for example by inaccurate matrix elements, first-order perturbation theory for a non-Hermitian operator gives
\begin{equation}
\delta E=\frac{\langle\chi|\delta\bar H|\varphi\rangle}{\langle\chi|\varphi\rangle},\qquad
|\delta E|\le\kappa\,\|\delta\bar H\|,\qquad
\kappa=\frac{\|\varphi\|\,\|\chi\|}{\langle\chi|\varphi\rangle}.
\end{equation}
A Hermitian problem has $\chi=\varphi$ and $\kappa=1$. Up to $L=4$ bohr the penalty is below a factor of two, and no optimum of $L$ appears in this range. This is shown for one isolated nucleus; when other nuclei lie within a distance of order $L$, their factors overlap, a case not treated here.

Yet $\kappa$ has no upper limit. For $L\to\infty$ at fixed $r$, $J-ZL\to-Zr$, so that $\varphi/\varphi(0)\to1$ and $\chi/\chi(0)\to e^{-2Zr}$. A constant needs no high waves at all, which is why the cutoff error disappears, but it cannot be normalized: $\|\varphi\|/\varphi(0)$ diverges, $\|\chi\|/\chi(0)$ stays finite and nonzero, and $\varphi(0)\chi(0)$ is fixed. Hence $\kappa\to\infty$. The damping keeps $\varphi$ normalizable.

A second cost is the loss of the variational bound. All errors in the tables are positive, in agreement with the positive product $\chi_k\varphi_k$ in (\ref{eq:error}), but no theorem guarantees this for a projected $\bar H$. The first variation gives a case where the sign changes.

\section{Two variations}

\subsection{A slope that does not match}

\emph{Let $J=sZL\,e^{-r/L}$ with a fixed $s$ between 0 and 1. How much of the gain survives?}

The right and left functions now have the linear terms $-(1-s)Zr$ and $-(1+s)Zr$. Both tails fall as $k^{-4}$, and their product is $(1-s)(1+s)$ times the bare one. From (\ref{eq:error}),
\begin{equation}
\Delta E\simeq(1-s^2)\,\frac{16Z^5}{3\pi K^3}.
\end{equation}
The slow power of $K$ returns and only the prefactor is reduced. For $s=0.8$ and $L=1$ bohr the formula predicts $0.36$ of the bare error; the computed ratio, extrapolated as before, is $0.359$, and the error falls with the power $2.978$. The faster convergence thus depends on the matching of the slope, not merely on a factor that is large near the nucleus.

For $s=1-\eta$ with small $\eta$, the residual error is $2\eta$ times the bare one. It stays below the matched error (\ref{eq:tc}) if
\begin{equation}
2\eta<\frac{12}{5L^2K^2},\qquad\text{that is,}\qquad \eta<\frac{6}{5L^2K^2}.
\end{equation}
At $L=1$ bohr and $K=11.956$ bohr$^{-1}$ the slope must be right to $0.8\%$. For $s>1$ the leading error is negative: the projected energy approaches $E$ from below, which a variational energy could not do.

\subsection{Another nuclear charge}

\emph{How do the errors and the required cutoffs change with $Z$?}

Set $r=x/Z$. Then $H=Z^2\left(-\frac12\nabla_x^2-1/x\right)$, the exponent becomes $J=ZL\,e^{-x/(ZL)}$, and a wave number $k$ becomes $k/Z$. The projected energy obeys
\begin{equation}
E_K(Z,L)=Z^2\,E_{K/Z}(1,ZL).
\end{equation}
Inserting $K/Z$ and $ZL$ in the hydrogen error gives
\begin{equation}
Z^2\,\frac{64}{5\pi (ZL)^2(K/Z)^5}=\frac{64Z^5}{5\pi L^2K^5},
\end{equation}
in agreement with (\ref{eq:tc}). For $Z=2$ and $L=0.5$ bohr the extrapolated ratio of computed error to this law is $1.0004$.

For a fixed absolute accuracy $\epsilon$, (\ref{eq:bare}) requires $K\propto Z^{5/3}$, whereas (\ref{eq:cutoff}) at fixed $L$ requires $K\propto Z$. The number of waves in a fixed volume then grows as $Z^5$ without the exponent and as $Z^3$ with it. The advantage increases with the charge, but so does the non-normality: by the same scaling $\kappa$ depends on the product $ZL$, so a fixed $L$ becomes a longer damping length in units of the atom. Keeping $ZL$ fixed holds $\kappa$ constant; then $L\propto1/Z$, and (\ref{eq:cutoff}) gives $K\propto Z^{7/5}$, between the two previous cases.

The complete set of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Z = 1, ball radius R = 18.0 bohr
Basis sizes N: 34 68 172 344
Cutoffs K (1/bohr): 6.021 11.956 30.107 60.127
W(0), L=1 bohr: -2.000 hartree
Fourier tails at k = 40/bohr, L=1 (bohr^1.5):
  bare psi: quadrature 5.5320e-06, formula 5.5389e-06
  right phi: quadrature 2.5687e-09, formula 2.5471e-09
  left chi: quadrature 2.9834e-05, formula 3.0113e-05
Energy errors (hartree) at the four cutoffs:
  bare  : 6.065e-03 8.965e-04 6.006e-05 7.680e-06
  L=0.25: 3.985e-03 2.261e-04 2.555e-06 8.195e-08
  L=0.50: 1.714e-03 6.355e-05 6.466e-07 2.055e-08
  L=1.00: 4.750e-04 1.589e-05 1.616e-07 5.137e-09
  L=2.00: 1.133e-04 3.927e-06 4.034e-08 1.284e-09
  L=4.00: 2.723e-05 9.742e-07 1.008e-08 3.212e-10
Decay exponent between the last two cutoffs:
  bare 2.973, L=1 4.986, wrong slope 2.978
Extrapolated error / derived law (should be 1):
  bare 1.0014
  L=0.25 bohr: 1.0063
  L=0.50 bohr: 1.0003
  L=1.00 bohr: 1.0006
  L=2.00 bohr: 1.0017
  L=4.00 bohr: 1.0036
  Z=2, L=0.50 bohr: 1.0004
Error ratio to bare at K = 60.127/bohr:
  L=0.25: measured 1.067e-02, law 1.062e-02
  L=0.50: measured 2.675e-03, law 2.655e-03
  L=1.00: measured 6.689e-04, law 6.639e-04
  L=2.00: measured 1.672e-04, law 1.660e-04
  L=4.00: measured 4.182e-05, law 4.149e-05
Slope fraction 0.8: error/bare -> 0.3593, law 0.3600
Cutoff for error below 1e-04 hartree (1/bohr),
and factor saved in number of plane waves:
  bare: 25.39
  L=0.25: 14.22, factor 5.7
  L=0.50: 10.91, factor 12.6
  L=1.00: 8.29, factor 28.7
  L=2.00: 6.20, factor 68.8
  L=4.00: 4.63, factor 165.5
Non-normality kappa (no unit):
  L=0.25: 1.001, L=0.5: 1.011, L=1: 1.077, L=2: 1.304, L=4: 1.802
Errors at K = 11.956/bohr in meV: bare 24.395, L=1 0.4325
\end{verbatim}
